# Activation Energy and Field Acceleration for a Linearly Lowered Breakdown Barrier: a numerical check

```python
# Result under test: if the breakdown time is t = A exp[beta (H0 - a E)],
# with H0, a and A independent of temperature T and field E, then
#   apparent activation energy  Ea = d ln t / d beta = H0 - a E
#   field acceleration       gamma = -d ln t / d E   = a beta
# Symbols: beta = 1/(kB T) in 1/eV; E in MV/cm; H0 zero-field barrier in eV;
# a effective dipole (e nm), used below as slope in eV per (MV/cm).
# A field-dependent A adds g(E) = -d ln A / d E to gamma.
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid, quad

KB = const.k / const.e                       # eV/K
H0 = 1.2                                    # eV
DIPOLE = 1.3                                # e nm
SLOPE = DIPOLE * const.nano * const.mega / const.centi   # eV per MV/cm
TEMPS = np.array([350.0, 400.0, 450.0])
FIELDS = np.array([4.0, 5.0, 6.0])
T_STRESS, E_STRESS, LIFE_STRESS = 400.0, 5.0, 1000.0
T_USE, E_USE = 380.0, 0.5
SPACING, SPACING_LOSS = 30.0, 3.0           # nm


def beta_of(temp):
    return 1.0 / (KB * temp)


def barrier(field):
    return H0 - SLOPE * field


def activation(log_time, beta, field, step=0.02):
    return (log_time(beta + step, field)
            - log_time(beta - step, field)) / (2 * step)


def acceleration(log_time, beta, field, step=0.005):
    return -(log_time(beta, field + step)
             - log_time(beta, field - step)) / (2 * step)


# --- Escape time by quadrature; no Arrhenius law is assumed -----------------
# Overdamped path coordinate s, constant friction (set to one), reflecting
# point at s = -1, start in the minimum s = 0, absorbing minimum s = 2.
path = np.linspace(-1.0, 2.0, 6001)
start = 2000
shape = np.sin(np.pi * path / 2) ** 2


def log_escape(beta, field):
    energy = H0 * shape - field * (SLOPE * shape)
    inner = cumulative_trapezoid(np.exp(-beta * energy), path, initial=0.0)
    outer = np.exp(beta * energy) * inner
    return np.log(beta * trapezoid(outer[start:], path[start:]))


betas = beta_of(TEMPS)
ea_escape = np.array([[activation(log_escape, b, f) for f in FIELDS]
                      for b in betas])
gamma_escape = np.array([[acceleration(log_escape, b, f) for f in FIELDS]
                         for b in betas])
for i, b in enumerate(betas):
    for j, f in enumerate(FIELDS):
        h = barrier(f)
        # tolerances: next order of the saddle-point expansion in 1/(beta h)
        assert abs(ea_escape[i, j] - h) < 1 / (b**2 * h)
        assert abs(gamma_escape[i, j] - (SLOPE * b - SLOPE / h)) \
            < SLOPE / (b * h**2)
ea_slope = np.polyfit(FIELDS, ea_escape[1], 1)[0]
assert abs(ea_slope / -SLOPE - 1) < 0.01
gamma_lines = [np.polyfit(betas, gamma_escape[:, j], 1) for j in range(3)]
for j, f in enumerate(FIELDS):
    assert abs(gamma_lines[j][0] / SLOPE - 1) < 0.01
    # the intercept magnifies the neglected 1/(beta h) terms
    assert abs(gamma_lines[j][1] * barrier(f) / -SLOPE - 1) < 0.15


# --- Counterexample: dipole coefficient proportional to temperature ---------
def log_time_soft(beta, field):
    temp = 1 / (KB * beta)
    return beta * (H0 - SLOPE * (temp / T_STRESS) * field)


for f in FIELDS:
    assert abs(activation(log_time_soft, betas[1], f) - H0) < 1e-8
assert abs(acceleration(log_time_soft, betas[0], 5.0)
           - acceleration(log_time_soft, betas[2], 5.0)) < 1e-8


# --- Barrier of a quartic double well tilted by the field -------------------
def quartic(field):
    tilt = SLOPE * field
    roots = np.sort(np.roots([4 * H0, 0.0, -4 * H0, -tilt]).real)
    low, top = roots[0], roots[1]

    def energy(s):
        return H0 * (1 - s**2) ** 2 - tilt * s
    return energy(top) - energy(low), SLOPE * (top - low)


small_field = 0.02 * H0 / SLOPE
x_small = SLOPE * small_field
series = H0 - x_small + 3 * x_small**2 / (16 * H0)
assert abs(quartic(small_field)[0] - series) < x_small**3 / H0**2
h_curved, slope_curved = quartic(E_STRESS)
difference = (quartic(E_STRESS - 1e-3)[0] - quartic(E_STRESS + 1e-3)[0]) / 2e-3
assert abs(difference - slope_curved) < 1e-6


# --- Randomly oriented dipoles: average rate by quadrature ------------------
def log_time_random(beta, field):
    x = beta * SLOPE * field
    mean = quad(lambda c: 0.5 * np.exp(x * (c - 1)), -1, 1,
                epsabs=1e-13, epsrel=1e-12)[0]
    return beta * H0 - x - np.log(mean)


b_stress = beta_of(T_STRESS)
for f in (E_USE, E_STRESS):
    x = b_stress * SLOPE * f
    langevin = 1 / np.tanh(x) - 1 / x
    assert abs(acceleration(log_time_random, b_stress, f)
               - SLOPE * b_stress * langevin) < 1e-4
    assert abs(activation(log_time_random, b_stress, f)
               - (H0 - SLOPE * f * langevin)) < 1e-5
gamma_random = acceleration(log_time_random, b_stress, E_STRESS)
gamma_random_use = acceleration(log_time_random, b_stress, E_USE)

# --- Lifetimes of the worked example ----------------------------------------
prefactor = LIFE_STRESS * np.exp(-b_stress * barrier(E_STRESS))


def lifetime(temp, field):
    return prefactor * np.exp(beta_of(temp) * barrier(field))


def field_gain(temp):
    return lifetime(temp, E_USE) / lifetime(temp, E_STRESS)


def cooling_gain(field):
    return lifetime(T_USE, field) / lifetime(T_STRESS, field)


gamma_stress = SLOPE * b_stress
linear_gain = np.log(field_gain(T_STRESS))

# Alternatives, each matched to the same lifetime at the stress point
root_coefficient = 2 * SLOPE * np.sqrt(E_STRESS)     # same slope there
root_gain = b_stress * root_coefficient * (np.sqrt(E_STRESS) - np.sqrt(E_USE))
root_ratio = np.exp(root_gain - linear_gain)
root_formula = np.exp(gamma_stress * (np.sqrt(E_STRESS) - np.sqrt(E_USE))**2)
assert abs(root_ratio / root_formula - 1) < 1e-9
random_ratio = np.exp(log_time_random(b_stress, E_USE)
                      - log_time_random(b_stress, E_STRESS) - linear_gain)
curved_ratio = np.exp(b_stress * (quartic(E_USE)[0] - h_curved
                                  - slope_curved * (E_STRESS - E_USE)))

local_field = E_STRESS * SPACING / (SPACING - SPACING_LOSS)
spacing_ratio = LIFE_STRESS / lifetime(T_STRESS, local_field)

# --- Tunnelling through a parabolic barrier top, rough quantum 0.10 eV ------
QUANTUM = 0.10


def tunnel_factor(beta):
    def flux(e):
        return beta * np.exp(-beta * e) / (1 + np.exp(-2 * np.pi * e / QUANTUM))
    return quad(flux, -1.5, 0, limit=200)[0] + quad(flux, 0, 1.5, limit=200)[0]


half = b_stress * QUANTUM / 2
assert abs(tunnel_factor(b_stress) / (half / np.sin(half)) - 1) < 1e-6
tunnel_shift = -(np.log(tunnel_factor(b_stress + 0.05))
                 - np.log(tunnel_factor(b_stress - 0.05))) / 0.1
crossover = QUANTUM / (2 * np.pi * KB)

# --- Leakage heating of a slab with both faces held at fixed temperature ----
LEAKAGE, CONDUCTIVITY = 1e-4, 0.3            # A/cm2 and W/(m K), rough
heat = (LEAKAGE / const.centi**2) * (E_STRESS * const.mega / const.centi)
temperature_rise = heat * (SPACING * const.nano)**2 / (8 * CONDUCTIVITY)

# --- Output -----------------------------------------------------------------
print(f"Zero-field barrier H0: {H0:.2f} eV")
print(f"Effective dipole a: {DIPOLE:.2f} e nm = {SLOPE:.3f} eV per MV/cm")
print(f"Field of zero linear barrier: {H0 / SLOPE:.2f} MV/cm")
print(f"Stress point: {T_STRESS:.0f} K, {E_STRESS:.1f} MV/cm, "
      f"{LIFE_STRESS:.0f} s")
print(f"Use point: {T_USE:.0f} K, {E_USE:.1f} MV/cm")
print(f"Spacing: {SPACING:.0f} nm; stress voltage: "
      f"{E_STRESS * SPACING * 0.1:.1f} V; use: {E_USE * SPACING * 0.1:.1f} V")
print(f"Thermal energy at 400 K: {1 / b_stress:.5f} eV")
print(f"Prefactor A: {prefactor:.3e} s")
for f in FIELDS:
    print(f"Ea at {f:.0f} MV/cm: {barrier(f):.3f} eV")
for t in TEMPS:
    g = SLOPE * beta_of(t)
    print(f"gamma at {t:.0f} K: {g:.3f} cm/MV = "
          f"{g / np.log(10):.3f} decades per MV/cm")
for t in TEMPS:
    row = ", ".join(f"{lifetime(t, f):.3e}" for f in FIELDS)
    print(f"Lifetime at {t:.0f} K; 4, 5, 6 MV/cm: {row} s")
life_use = lifetime(T_USE, E_USE)
print(f"Lifetime at use point: {life_use:.3e} s = "
      f"{life_use / const.year:.3e} years")
print(f"Ea at use field: {barrier(E_USE):.3f} eV")
print(f"gamma at 380 K: {SLOPE * beta_of(T_USE):.3f} cm/MV")
print(f"Field gain 5 to 0.5 MV/cm at 380 K: {field_gain(T_USE):.3e}")
print(f"Same gain at 450 K: {field_gain(450.0):.3e}")
print(f"Ratio of these gains: {field_gain(T_USE) / field_gain(450.0):.2f}")
print(f"Cooling gain 400 to 380 K at 5 MV/cm: {cooling_gain(E_STRESS):.3f}")
print(f"Cooling gain 400 to 380 K at 0.5 MV/cm: {cooling_gain(E_USE):.3f}")
print("Escape quadrature, fixed stationary points:")
print(f"  Ea at 400 K, 5 MV/cm: {ea_escape[1, 1]:.4f} eV")
print(f"  slope of Ea at 400 K: {ea_slope:.4f} eV per MV/cm")
print(f"  gamma at 400 K, 5 MV/cm: {gamma_escape[1, 1]:.4f} cm/MV")
print(f"  predicted a beta - a/H: "
      f"{gamma_stress - SLOPE / barrier(E_STRESS):.4f} cm/MV")
print(f"  slope of gamma in beta, 5 MV/cm: "
      f"{gamma_lines[1][0]:.4f} eV per MV/cm")
print(f"  intercept of gamma, 5 MV/cm: {gamma_lines[1][1]:.4f} cm/MV")
print(f"  predicted offset -a/H: {-SLOPE / barrier(E_STRESS):.4f} cm/MV")
print("Neglected effects (400 K, 5 MV/cm unless stated):")
print(f"  quartic-well barrier: {h_curved:.4f} eV")
print(f"  quartic-well slope / a: {slope_curved / SLOPE:.4f}")
print(f"  quartic / its tangent, life at 0.5 MV/cm: {curved_ratio:.2f}")
print(f"  random dipoles, gamma: {gamma_random:.3f} cm/MV")
print(f"  random dipoles, gamma at 0.5 MV/cm: {gamma_random_use:.3f} cm/MV")
print(f"  random / linear, life at 0.5 MV/cm: {random_ratio:.4f}")
print(f"  square-root / linear, life at 0.5 MV/cm: {root_ratio:.3e}")
print(f"  field where spacing is {SPACING_LOSS:.0f} nm less: "
      f"{local_field:.3f} MV/cm")
print(f"  life shortened there by factor: {spacing_ratio:.2f}")
print(f"  barrier quantum (rough): {QUANTUM:.2f} eV")
print(f"  tunnelling rate factor: {tunnel_factor(b_stress):.3f}")
print(f"  tunnelling shift of Ea: {tunnel_shift:.4f} eV")
print(f"  tunnelling crossover: {crossover:.0f} K")
print(f"  leakage (rough): {LEAKAGE:.0e} A/cm2; "
      f"conductivity (rough): {CONDUCTIVITY:.1f} W/(m K)")
print(f"  leakage heating: {temperature_rise:.1e} K")
print("verified")
```

It prints:

```
Zero-field barrier H0: 1.20 eV
Effective dipole a: 1.30 e nm = 0.130 eV per MV/cm
Field of zero linear barrier: 9.23 MV/cm
Stress point: 400 K, 5.0 MV/cm, 1000 s
Use point: 380 K, 0.5 MV/cm
Spacing: 30 nm; stress voltage: 15.0 V; use: 1.5 V
Thermal energy at 400 K: 0.03447 eV
Prefactor A: 1.176e-04 s
Ea at 4 MV/cm: 0.680 eV
Ea at 5 MV/cm: 0.550 eV
Ea at 6 MV/cm: 0.420 eV
gamma at 350 K: 4.310 cm/MV = 1.872 decades per MV/cm
gamma at 400 K: 3.771 cm/MV = 1.638 decades per MV/cm
gamma at 450 K: 3.352 cm/MV = 1.456 decades per MV/cm
Lifetime at 350 K; 4, 5, 6 MV/cm: 7.276e+05, 9.771e+03, 1.312e+02 s
Lifetime at 400 K; 4, 5, 6 MV/cm: 4.344e+04, 1.000e+03, 2.302e+01 s
Lifetime at 450 K; 4, 5, 6 MV/cm: 4.853e+03, 1.698e+02, 5.944e+00 s
Lifetime at use point: 1.328e+11 s = 4.212e+03 years
Ea at use field: 1.135 eV
gamma at 380 K: 3.970 cm/MV
Field gain 5 to 0.5 MV/cm at 380 K: 5.736e+07
Same gain at 450 K: 3.562e+06
Ratio of these gains: 16.10
Cooling gain 400 to 380 K at 5 MV/cm: 2.316
Cooling gain 400 to 380 K at 0.5 MV/cm: 5.658
Escape quadrature, fixed stationary points:
  Ea at 400 K, 5 MV/cm: 0.5487 eV
  slope of Ea at 400 K: -0.1304 eV per MV/cm
  gamma at 400 K, 5 MV/cm: 3.5265 cm/MV
  predicted a beta - a/H: 3.5351 cm/MV
  slope of gamma in beta, 5 MV/cm: 0.1303 eV per MV/cm
  intercept of gamma, 5 MV/cm: -0.2550 cm/MV
  predicted offset -a/H: -0.2364 cm/MV
Neglected effects (400 K, 5 MV/cm unless stated):
  quartic-well barrier: 0.6182 eV
  quartic-well slope / a: 0.7858
  quartic / its tangent, life at 0.5 MV/cm: 5.35
  random dipoles, gamma: 3.571 cm/MV
  random dipoles, gamma at 0.5 MV/cm: 1.949 cm/MV
  random / linear, life at 0.5 MV/cm: 0.1024
  square-root / linear, life at 0.5 MV/cm: 6.746e+03
  field where spacing is 3 nm less: 5.556 MV/cm
  life shortened there by factor: 8.13
  barrier quantum (rough): 0.10 eV
  tunnelling rate factor: 1.461
  tunnelling shift of Ea: -0.0284 eV
  tunnelling crossover: 185 K
  leakage (rough): 1e-04 A/cm2; conductivity (rough): 0.3 W/(m K)
  leakage heating: 1.9e-07 K
verified
```
